# Open modes and conductance steps of a circular hard-wall neck

## The problem

Electrons pass between two reservoirs through a neck of circular cross-section and radius \(a\). Inside the neck the potential is zero; at its side wall the wave function vanishes. The neck is uniform over a length sufficient to define transverse modes. It is joined to the reservoirs so smoothly that, by assumption, every propagating mode is transmitted with probability one and every evanescent mode with probability zero. Electrons do not interact, the temperature is zero, the bias is small and spin is degenerate.

The algebra uses atomic units, \(\hbar=m_e=e=1\), so that \(h=2\pi\). The Fermi energy \(E\) is measured from the potential inside the neck. Write \(k=\sqrt{2E}\) and \(x=ka\), and let \(N(x)\) be the number of propagating, or open, modes per spin.

(a) Find the condition for a mode to be open. In what order do the first modes open as \(x\) grows, and how many open at each of the first four steps?

(b) Find the conductance when \(N\) modes are open.

(c) Find a semiclassical estimate of the number of open modes with a given angular order \(m\).

(d) Sum over \(m\) to find the two leading terms of \(N(x)\) at large \(x\). In what sense do they describe a staircase? Express them through the area and perimeter of the neck.

(e) For \(E=5\) eV and \(a=5\) Å, find the number of open modes and the conductance. Then compare the estimate of (d) with the true count for wider necks.

## Hints

**For (a).** Separate the wave equation in cylindrical coordinates. The angular orders \(m\) and \(-m\) obey the same radial equation.

**For (b).** Write the current of one mode as an integral over the longitudinal wavenumber. What is the product of velocity and \(dq\)?

**For (c).** Substitute \(r=e^s\). The radial equation then has no first derivative, and the usual WKB rule applies, with one soft turning point and one hard wall.

**For (d).** The integer part of a number \(y\) is on average \(y-\tfrac12\), if the fractional part of \(y\) is evenly spread. To integrate the WKB phase over \(m\), leave it as an integral and exchange the order of integration.

**For (e).** At fixed \(E\), thresholds in radius scale as the Bessel zeros. At fixed \(a\), thresholds in energy scale as their squares.

## Full solution

### (a) Thresholds and degeneracies

Insert \(\psi=R(r)e^{im\varphi}e^{iqz}\), with integer \(m\), into \(-\tfrac12\nabla^2\psi=E\psi\):

\[
R''+\frac{1}{r}R'+\left(\kappa^2-\frac{m^2}{r^2}\right)R=0,\qquad \kappa^2=2E-q^2 .
\]

The solution regular at \(r=0\) is \(J_{|m|}(\kappa r)\). It must vanish at \(r=a\), so \(\kappa a=j_{|m|,n}\), the \(n\)th positive zero of \(J_{|m|}\). Hence

\[
E=\frac{j_{|m|,n}^2}{2a^2}+\frac{q^2}{2}.
\]

The mode propagates if \(q^2>0\), that is, if \(j_{|m|,n}<ka\). Since \(m\) and \(-m\) share their zeros, a threshold with \(m=0\) opens one mode and a threshold with \(|m|\ge1\) opens two.

The lowest zeros are

\[
j_{0,1}=2.405,\quad j_{1,1}=3.832,\quad j_{2,1}=5.136,\quad j_{0,2}=5.520,\quad j_{3,1}=6.380,\quad j_{1,2}=7.016 .
\]

No zero is missing among the first four. The term \(m^2/r^2\) is a positive addition to the radial operator, so by the min-max principle \(j_{m,n}\) grows with \(m\) at fixed \(n\). All remaining zeros with \(n=1\) are therefore at least \(j_{3,1}\), and all remaining zeros with \(n=2\) are at least \(j_{1,2}\). For \(n\ge3\) the smallest is \(j_{0,3}\). Because \(J_0'=-J_1\), a zero of \(J_1\) lies between neighbouring zeros of \(J_0\), which gives \(j_{0,3}>j_{1,2}\). All these exceed \(j_{0,2}\).

The first four steps thus have degeneracies 1, 2, 2, 1, and the number of open modes runs through 1, 3, 5, 6.

### (b) Conductance

In one mode the longitudinal energy is \(q^2/2\) and the velocity is \(q\). Each spin has \(dq/2\pi\) states per unit length. Right-moving states are filled up to \(\mu_L\) and left-moving states up to \(\mu_R\); below \(\mu_R\) their currents cancel. If no threshold lies between the two levels, the net current of an open mode is, with a factor 2 for spin,

\[
I=2\int_{q_R}^{q_L}\frac{dq}{2\pi}\,q=\frac{1}{\pi}\,\frac{q_L^2-q_R^2}{2}=\frac{\mu_L-\mu_R}{\pi}.
\]

Here \(q_L^2/2\) and \(q_R^2/2\) are \(\mu_L\) and \(\mu_R\) less the same threshold energy, which drops out. A fast mode has fewer states per unit energy, in inverse proportion to its velocity, so all open modes carry the same current. With \(\mu_L-\mu_R\) equal to the voltage in these units,

\[
G=\frac{N}{\pi}=\frac{2e^2}{h}\,N ,
\]

because \(2e^2/h=2/(2\pi)\) in atomic units.

This step uses perfect transmission. An abrupt opening reflects part of each wave, and \(N\) must then be replaced by the sum of transmission probabilities. At a finite temperature \(T\) each step, plotted against the Fermi energy, rises from 10% to 90% of its height over about \(4.4\,k_BT\). Neighbouring steps are therefore strongly blurred once the distance between their thresholds is no larger than about this width.

### (c) Counting the zeros of one order

Take \(m\ge0\). With \(r=e^s\) we have \(r\,d/dr=d/ds\), so \(r^2R''+rR'=d^2R/ds^2\). Multiplying the radial equation by \(r^2\) gives

\[
\frac{d^2R}{ds^2}+p^2R=0,\qquad p^2=\kappa^2e^{2s}-m^2 .
\]

For \(\kappa r<m\) the coefficient \(p^2\) is negative. The regular solution then grows away from the axis without a zero, so orders with \(|m|\ge x\) have no open modes.

For \(m\ge 1\) the allowed region starts at \(\kappa r=m\). Near this point \(p^2\) is linear in \(s\), and the solution that decays into the forbidden side is an Airy function. Its oscillating form on the allowed side is

\[
R\propto p^{-1/2}\cos\!\left(\int p\,ds-\frac{\pi}{4}\right),
\]

with the integral taken from the turning point. At threshold \(\kappa=k\). With \(u=kr\) and \(ds=du/u\), the phase collected up to the wall is

\[
\theta_m(x)=\int_m^x\frac{\sqrt{u^2-m^2}}{u}\,du=\sqrt{x^2-m^2}-m\arccos\frac{m}{x}.
\]

To check the last form, differentiate it with respect to \(x\):

\[
\frac{x}{\sqrt{x^2-m^2}}-\frac{m^2}{x\sqrt{x^2-m^2}}=\frac{\sqrt{x^2-m^2}}{x},
\]

which is the integrand at \(u=x\); both sides vanish at \(x=m\).

The cosine vanishes at the wall when \(\theta_m-\pi/4=(n-\tfrac12)\pi\), or

\[
\theta_m(x)=\pi\left(n-\tfrac14\right).
\]

For \(m=0\) there is no turning point, but \(J_0(x)\simeq\sqrt{2/\pi x}\,\cos(x-\pi/4)\) gives the same rule with \(\theta_0=x\).

Since \(\theta_m\) grows with \(x\), the zeros below \(x\) are those with \(n\le\theta_m/\pi+\tfrac14\). The estimate is

\[
N_m\simeq\lfloor y_m\rfloor,\qquad y_m=\frac{\theta_m(x)}{\pi}+\frac14 .
\]

The neglected WKB terms shift the phase by an amount of order \(1/\theta_m\), so the rule is best for large \(n\). It is good even for \(n=1\): among all zeros below \(x=200\), the largest phase error is \(0.015\pi\), reached at the first zero of \(J_0\), and for \(n\ge10\) it is \(0.0013\pi\).

### (d) Sum over the orders

Write \(\lfloor y\rfloor=y-\tfrac12-\sigma(y)\), where \(\sigma(y)\) is the fractional part of \(y\) minus \(\tfrac12\). This sawtooth has zero mean over a period. Then

\[
N(x)\simeq\sum_{|m|<x}\left[\frac{\theta_{|m|}(x)}{\pi}-\frac14\right]-\sum_{|m|<x}\sigma(y_{|m|}).
\]

**The area term.** First replace the sum of \(\theta\) by an integral. Differentiation gives

\[
\frac{\partial\theta_m}{\partial m}=-\frac{m}{\sqrt{x^2-m^2}}-\arccos\frac mx+\frac{m}{\sqrt{x^2-m^2}}=-\arccos\frac mx .
\]

As \(m\) runs from 0 to \(x\), this slope changes steadily by \(\pi/2\) in total. On each unit interval the trapezoidal rule errs by at most the change of slope there, so the total error stays bounded as \(x\) grows. The sum over both signs of \(m\) is twice the trapezoidal sum, up to a bounded end term. Exchanging the order of integration,

\[
\int_0^x\theta_m\,dm=\int_0^x\frac{du}{u}\int_0^u\sqrt{u^2-m^2}\,dm=\int_0^x\frac{du}{u}\,\frac{\pi u^2}{4}=\frac{\pi x^2}{8},
\]

where the inner integral is a quarter of a disk of radius \(u\). Multiplication by \(2/\pi\) gives \(x^2/4\).

**The wall term.** There are \(2x\) orders up to a bounded error, and each contributes \(-\tfrac14\). Together they give \(-x/2\). The \(-\tfrac14\) is the sum of \(+\tfrac14\) from the boundary phases and \(-\tfrac12\) from rounding down.

**The remainder.** It must be shown that the sawtooth sum is small compared with \(x\). Divide the orders \(0\le m\le(1-\epsilon)x\) into blocks of fixed length \(M\). Since \(\partial^2\theta_m/\partial m^2=1/\sqrt{x^2-m^2}\) is of order \(1/x\) there, \(y_m\) becomes linear in each block as \(x\to\infty\), with a slope of size \(\alpha=\arccos(m/x)/\pi\). For a harmonic \(e^{2\pi i\ell y}\) with integer \(\ell\geq 1\), the geometric sum gives a block average no larger than

\[
\frac{1}{M\,|\sin\pi\ell\alpha|}.
\]

The sawtooth can be enclosed between two finite sums of harmonics whose means are as close to zero as desired. With these fixed, exclude the blocks whose \(\alpha\) lies close to a fraction with one of the denominators \(\ell\) in use. Because \(m/x=\cos\pi\alpha\), a small range of \(\alpha\) holds a small share of the orders. In the other blocks the average becomes small for large \(M\). Letting \(x\to\infty\), and then making the excluded share and \(\epsilon\) small, shows that the sawtooth sum is \(o(x)\): its ratio to \(x\) tends to zero.

The phase error of (c) does not alter this. Where \(\theta_m\) is large the error is small, and it changes \(\lfloor y_m\rfloor\) only if \(y_m\) lies very near an integer, which the same averaging makes rare. Where \(\theta_m\) is bounded, \(m\) is close to \(x\). There \(\arccos(m/x)\simeq\sqrt{2(x-m)/x}\), so

\[
\theta_m\simeq\frac{2\sqrt2}{3}\,\frac{(x-m)^{3/2}}{x^{1/2}},
\]

and a bounded \(\theta_m\) means \(x-m=O(x^{1/3})\). These few orders change the count by \(O(x^{1/3})\) at most. Therefore

\[
\boxed{\,N(x)=\frac{(ka)^2}{4}-\frac{ka}{2}+o(ka)\,}
\]

The two terms are the smooth trend of a staircase. They do not give the integer \(N\) at each \(x\), and the \(o(ka)\) part contains the steps.

**Geometry.** With area \(A=\pi a^2\) and perimeter \(P=2\pi a\),

\[
\frac{(ka)^2}{4}-\frac{ka}{2}=\frac{Ak^2}{4\pi}-\frac{Pk}{4\pi}.
\]

The first term is Sharvin's count: the transverse phase-space volume \(A\,\pi k^2\) divided by \((2\pi)^2\). The second is a deficit at the wall. To see where it comes from, treat the wall as flat, which is reasonable for \(ka\gg1\). At distance \(d\) from it the transverse waves are standing waves \(\sqrt2\sin(\kappa_\perp d)\), and \(2\sin^2(\kappa_\perp d)=1-\cos(2\kappa_\perp d)\). The number of modes per unit area is then

\[
\int_{|\boldsymbol\kappa|<k}\frac{d^2\kappa}{4\pi^2}\left[1-\cos(2\kappa_\perp d)\right]=\frac{k^2}{4\pi}-\frac{k\,J_1(2kd)}{4\pi d}.
\]

Integrating the missing part over \(d\), with \(t=2kd\) and \(\int_0^\infty J_1(t)\,dt/t=1\), gives \(k/4\pi\) per unit length of wall. This is the perimeter term. It equals the Sharvin density \(k^2/4\pi\) times a strip of width \(1/k\), so to this order the number of modes is Sharvin's count for a neck whose radius is smaller by \(1/k\).

### (e) Numbers

For \(E=5\) eV the wavenumber is \(k=1.1456\) Å\(^{-1}\), so \(a=5\) Å gives \(ka=5.728\). A threshold at this radius lies at \(E\,(j/ka)^2\); for the first, \(5\times(2.405/5.728)^2=0.88\) eV. At fixed Fermi energy the same mode opens at the radius \(j/k=2.405/1.1456=2.10\) Å. The first six thresholds are:

| \(m,n\) | modes | \(N\) after | energy (eV) | radius (Å) |
|---|---|---|---|---|
| 0, 1 | 1 | 1 | 0.88 | 2.10 |
| 1, 1 | 2 | 3 | 2.24 | 3.34 |
| 2, 1 | 2 | 5 | 4.02 | 4.48 |
| 0, 2 | 1 | 6 | 4.64 | 4.82 |
| 3, 1 | 2 | 8 | 6.20 | 5.57 |
| 1, 2 | 2 | 10 | 7.50 | 6.12 |

The Fermi energy lies between the fourth and fifth thresholds, so \(N=6\) and

\[
G=6\times\frac{2e^2}{h}=465\ \mu\text{S}.
\]

An explicit sum of velocities over the occupied longitudinal states, with a bias of 0.2 eV centred on 5 eV, gives \(6.000\times2e^2/h\). The bias window from 4.9 to 5.1 eV contains no threshold, as (b) requires.

The Sharvin count for this neck is \(5.728^2/4=8.20\), which is 37% above the true 6. Subtracting \(5.728/2=2.86\) leaves 5.34, which is 11% below it. For wider necks at the same Fermi energy:

| \(a\) (Å) | exact | Sharvin | two terms |
|---|---|---|---|
| 5 | 6 | 8.2 | 5.3 |
| 10 | 27 | 32.8 | 27.1 |
| 20 | 119 | 131.2 | 119.8 |
| 50 | 794 | 820.2 | 791.6 |
| 100 | 3220 | 3280.9 | 3223.6 |

At 100 Å the Sharvin count is too large by 61 modes, the two-term count by 3.6. Relative to the true count these errors are 1.9% and 0.11%.

The error of the two-term count does not shrink in absolute size. Its largest magnitude is 3.6 modes for \(10\le x\le20\) and 14.7 modes for \(100\le x\le200\). Relative to \(x\), the largest value falls from 0.22 to 0.10, in line with a remainder \(o(x)\). At a single radius the wall term \(x/2\) can therefore still be masked in part by the fluctuations.

Averaging removes most of them. If \(N-x^2/4\) is averaged over \(100\le x\le200\) and divided by the mean \(x\), the result is \(-0.499\), against the predicted \(-\tfrac12\). The small difference corresponds to a mean excess of 0.16 modes, which the present derivation does not determine. The numerical check finds the low thresholds a second time from a variational calculation that does not separate the angle.

## Two variations

### 1. A wall with vanishing normal derivative

*Let the normal derivative of the wave, instead of the wave itself, vanish at the wall. What becomes of the two leading terms?*

The phase \(\theta_m\) and the turning point are unchanged. To leading WKB order the derivative of the cosine must vanish at the wall, so \(\theta_m-\pi/4=(n-1)\pi\), or \(\theta_m=\pi(n-\tfrac34)\). The semiclassical estimate of the number of solutions below \(x\) is \(\lfloor\theta_m/\pi+\tfrac34\rfloor\), which is on average \(\theta_m/\pi+\tfrac14\). The sum over \(2x\) orders now gives

\[
N(x)=\frac{x^2}{4}+\frac{x}{2}+o(x).
\]

The wall term has changed sign. In the flat-wall picture the standing waves are \(\sqrt2\cos(\kappa_\perp d)\), and the density of modes integrated over \(d\) shows a surplus where it showed a deficit before. The area term is the same for both boundary conditions.

### 2. A half-circular neck

*Insert a hard wall along a diameter and keep one half of the neck. Find the degeneracies, the two leading terms, and the number of open modes at \(ka=5.728\).*

The wave must vanish at \(\varphi=0\) and \(\varphi=\pi\), so the angular factor is \(\sin m\varphi\) with \(m\ge1\). Each zero \(j_{m,n}\) with \(m\ge1\) now gives one mode, and the zeros of \(J_0\) give none. If \(N_0\) is the number of zeros of \(J_0\) below \(x\),

\[
N_{\rm half}=\frac{N-N_0}{2}.
\]

By (c), \(N_0=x/\pi+O(1)\). Hence

\[
N_{\rm half}=\frac{x^2}{8}-\frac{x}{4}-\frac{x}{2\pi}+o(x).
\]

The area is now \(\pi a^2/2\) and the perimeter \((\pi+2)a\), so \(Ak^2/4\pi-Pk/4\pi\) gives the same expression. The term \(x/2\pi\) is the deficit along the new straight wall of length \(2a\).

At \(ka=5.728\) the full neck has \(N=6\) and \(N_0=2\), so \(N_{\rm half}=2\): the modes \((1,1)\) and \((2,1)\). The two-term estimate is \(4.10-1.43-0.91=1.76\). With the same assumption of perfect transmission, the dividing wall reduces the conductance from 6 to 2 units of \(2e^2/h\), a larger loss than the halving of the area alone would give.

## Calculated quantities

```
Fermi energy = 5.00 eV, neck radius = 5.00 angstrom
Fermi wavenumber k = 1.1456 1/angstrom
ka = 5.7279 (dimensionless)
First thresholds: E at this radius, a at this Fermi energy
m n  zero     deg  N_after  Weyl    E/eV    a/angstrom
0 1  2.40483  1     1       0.243   0.881   2.099
1 1  3.83171  2     3       1.755   2.238   3.345
2 1  5.13562  2     5       4.026   4.019   4.483
0 2  5.52008  1     6       4.858   4.644   4.819
3 1  6.38016  2     8       6.987   6.204   5.569
1 2  7.01559  2    10       8.797   7.501   6.124
Open modes per spin in the example = 6
Conductance = 6 x 2e^2/h = 464.89 microsiemens
Bias in explicit current sum = 0.20 eV
Conductance from current sum = 6.0001 x 2e^2/h
Counts per spin at the same Fermi energy
a/angstrom  ka        exact  Sharvin   corrected
  5           5.7279      6      8.20      5.34
 10          11.4558     27     32.81     27.08
 20          22.9115    119    131.23    119.78
 50          57.2788    794    820.21    791.57
100         114.5575   3220   3280.86   3223.58
Largest disk-minus-Bessel difference, 10 modes = 5.9e-13
Largest phase-rule error, all n = 0.0155 (units of pi)
Largest phase-rule error, n >= 10 = 0.00130 (units of pi)
Phase integral at x = 10: 25.000000; x^2/4 = 25.000000
Largest phase-rule count error, 300 samples = 4 modes
Largest |sawtooth sum|/x, sampled x >= 100 = 0.0576
Modes with x below 200 = 9905
Linear coefficient, window 100 to 200 = -0.49893
Mean of N - (x^2/4 - x/2), same window = 0.161 modes
Largest |N - Weyl|, x 10 to 20 = 3.61 modes
Largest |N - Weyl|, x 100 to 200 = 14.74 modes
Largest |N - Weyl|/x, x 10 to 20 = 0.2174
Largest |N - Weyl|/x, x 100 to 200 = 0.1011
```
